# The Parsons Volcano for the Volmer Step with Langmuir Coverage: a program that tests the result

```python
"""Parsons volcano of the Volmer step H+ + e- + * = H*.

Result under test: with Langmuir coverage and slope one half,
    i0 = e Ns k0 sqrt(theta (1-theta)) = e Ns k0 / (2 cosh(g/2)),
which peaks at g = 0 for unit proton activity and 1 bar of H2.

g      standard adsorption free energy of H (against 1/2 H2) over kT
u      electrode potential times e over kT, standard hydrogen scale
a, p   proton activity, H2 pressure in bar
beta   slope of the forward barrier with e*potential
gamma  slope of the forward barrier with adsorption free energy
theta  coverage; Ns site density; k0 rate constant at g = u = 0
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

KB_EV = const.k / const.e


def hydrogen_network(g, a=1.0, p=1.0, beta=0.5, gamma=0.5, k_tafel=0.7):
    """Zero-current potential, coverage and one-way Volmer flux / k0.

    The Volmer step runs together with 2 H* = H2 + 2*; the steady
    coverage and the potential of zero current are found by root search.
    """
    des = k_tafel * np.exp(g)
    ads = k_tafel * p * np.exp(-g)

    def steady(u):
        fwd = a * np.exp(-gamma * g - beta * u)
        bwd = np.exp((1 - gamma) * g + (1 - beta) * u)

        def balance(th):
            return (fwd * (1 - th) - bwd * th
                    - 2 * (des * th**2 - ads * (1 - th)**2))

        th = brentq(balance, 0.0, 1.0, xtol=1e-15, rtol=1e-14)
        return th, fwd * (1 - th), bwd * th

    def net_current(u):
        _, forward, backward = steady(u)
        return forward - backward

    u_zero = brentq(net_current, -15, 15, xtol=1e-13, rtol=1e-14)
    th, forward, _ = steady(u_zero)
    return u_zero, th, forward


def peak_position(**conditions):
    found = minimize_scalar(
        lambda g: -np.log(hydrogen_network(g, **conditions)[2]),
        bounds=(-5, 7), method="bounded", options={"xatol": 1e-6})
    return found.x


# General flux, equilibrium potential, isotherm and slope of the volcano
cases = [(1, 1, 0.5, 0.5), (1e-3, 1, 0.5, 0.5), (1, 0.01, 0.5, 0.5),
         (0.1, 5, 0.35, 0.35), (0.1, 5, 0.5, 0.4)]
for a, p, beta, gamma in cases:
    for g in (-3.0, -0.8, 0.4, 2.5):
        args = (a, p, beta, gamma)
        u0, th, flux = hydrogen_network(g, *args)
        ratio = np.sqrt(p) * np.exp(-g)
        th_formula = ratio / (1 + ratio)
        flux_formula = (a**(1 - beta) * p**((beta - gamma) / 2)
                        * th_formula**gamma
                        * (1 - th_formula)**(1 - gamma))
        assert abs(u0 - np.log(a / np.sqrt(p))) < 1e-7
        assert abs(th - th_formula) < 1e-7
        assert abs(flux / flux_formula - 1) < 1e-7
        h = 1e-3
        slope = (np.log(hydrogen_network(g + h, *args)[2])
                 - np.log(hydrogen_network(g - h, *args)[2])) / (2 * h)
        assert abs(slope - (th_formula - gamma)) < 1e-5

# Place of the peak, found by numerical maximization of the network flux
peak_standard = peak_position()
peak_low_p = peak_position(p=0.01)
peak_gamma = peak_position(gamma=0.4)
peak_both = peak_position(beta=0.35, gamma=0.35)
peak_beta_only = peak_position(beta=0.35)
peak_acid = peak_position(a=1e-4)
assert abs(peak_standard) < 1e-3
assert abs(peak_acid) < 1e-3
assert abs(peak_beta_only) < 1e-3
assert abs(peak_low_p - 0.5 * np.log(0.01)) < 1e-3
assert abs(peak_gamma - np.log(0.6 / 0.4)) < 1e-3
assert abs(peak_both - np.log(0.65 / 0.35)) < 1e-3

# Closed form of the standard volcano and its width
for g in np.linspace(-9, 9, 13):
    flux = hydrogen_network(g)[2]
    assert abs(flux * 2 * np.cosh(g / 2) - 1) < 1e-6
top = hydrogen_network(0.0)[2]
half_right = brentq(lambda g: hydrogen_network(g)[2] - top / 2, 0, 6)
half_left = brentq(lambda g: hydrogen_network(g)[2] - top / 2, -6, 0)
width = half_right - half_left
assert abs(width - 4 * np.arccosh(2)) < 1e-6

# Example inputs: rough typical values for hydrogen on Ni(111)
T = 298.15
kT = KB_EV * T
lattice_nm = 0.352
G_ni = -0.25
G0 = 0.70
g_ni = G_ni / kT
spacing_cm = lattice_nm * 1e-7 / np.sqrt(2)
site_density = 2 / (np.sqrt(3) * spacing_cm**2)
charge = const.e * site_density
k0 = const.k * T / const.h * np.exp(-G0 / kT)
_, theta_ni, flux_ni = hydrogen_network(g_ni)
i_peak = charge * k0 * top
i_ni = charge * k0 * flux_ni


# Neighbour repulsion: all states of a periodic triangular lattice
def lattice_flux(g, w, nx=3, ny=4):
    """One-way flux per site / k0 and coverage; w = pair energy / kT."""
    n = nx * ny
    adjacency = np.zeros((n, n))
    for x in range(nx):
        for y in range(ny):
            for dx, dy in ((1, 0), (-1, 0), (0, 1),
                           (0, -1), (1, -1), (-1, 1)):
                other = (x + dx) % nx * ny + (y + dy) % ny
                adjacency[x * ny + y, other] = 1
    occ = ((np.arange(2**n)[:, None] >> np.arange(n)) & 1).astype(float)
    near = occ @ adjacency
    energy = g * occ.sum(1) + 0.5 * w * (occ * near).sum(1)
    prob = np.exp(-(energy - energy.min()))
    prob /= prob.sum()
    rate = ((1 - occ) * np.exp(-(g + w * near) / 2)).mean(1)
    return prob @ rate, prob @ occ.mean(1)


for g in (-4.0, 0.0, 1.5):
    flux, th = lattice_flux(g, 0.0)
    _, th_net, flux_net = hydrogen_network(g)
    assert abs(flux / flux_net - 1) < 1e-7
    assert abs(th - th_net) < 1e-7
pair_eV = 0.02
w = pair_eV / kT
peak_repulsion = minimize_scalar(
    lambda g: -lattice_flux(g, w)[0], bounds=(-6, 1),
    method="bounded", options={"xatol": 1e-7}).x
assert abs(peak_repulsion + 3 * w) < 1e-4
flux_rep, theta_rep = lattice_flux(g_ni, w)
assert abs(lattice_flux(g_ni, w, 3, 3)[0] / flux_rep - 1) < 0.01


# Curved barrier: crossing point of two equal parabolas, in eV
def crossing_barrier(G):
    stiffness = 4 * G0
    q = brentq(lambda x: stiffness * x**2 - stiffness * (x - 1)**2 - G,
               -1, 2, xtol=1e-15)
    return stiffness * q**2


for G in (-0.4, -0.1, 0.3):
    series = G0 + G / 2 + G**2 / (16 * G0)
    assert abs(crossing_barrier(G) - series) < 1e-10


def curved_flux(G):
    empty = 1 / (1 + np.exp(-G / kT))
    return empty * np.exp(-(crossing_barrier(G) - G0) / kT)


peak_curved = minimize_scalar(
    lambda G: -np.log(curved_flux(G)), bounds=(-0.2, 0.3),
    method="bounded", options={"xatol": 1e-8}).x
assert abs(peak_curved) < 1e-5
curved_factor = curved_flux(G_ni) / flux_ni

# Proton tunnelling through a parabolic barrier top
barrier_cm = 1000.0
quantum = const.h * const.c * barrier_cm * 100 / (const.k * T)
tunnel_factor = quad(
    lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / quantum)),
    -G0 / kT, 60, limit=300, points=[0.0])[0]
assert abs(tunnel_factor * np.sin(quantum / 2) / (quantum / 2) - 1) < 0.01

# Warm bath: entropy of H2 from translation and classical rotation
bond_nm = 0.074
mass_h = const.m_p + const.m_e
inertia = 0.5 * mass_h * (bond_nm * 1e-9)**2
T_rot = const.hbar**2 / (2 * inertia * const.k)
volume = const.k * T / 1e5
entropy_h2 = (np.log((2 * np.pi * 2 * mass_h * const.k * T
                      / const.h**2)**1.5 * volume) + 2.5
              + np.log(T / (2 * T_rot)) + 1)
T_bath = 328.15
G_bath = G_ni + (T_bath - T) * 0.5 * entropy_h2 * KB_EV
k0_bath = const.k * T_bath / const.h * np.exp(-G0 / (KB_EV * T_bath))
flux_bath = hydrogen_network(G_bath / (KB_EV * T_bath))[2]
bath_factor = k0_bath * flux_bath / (k0 * flux_ni)


# Heyrovsky step H* + H+ + e- = H2 + * in series with the Volmer step
def conductance(g, k_hey):
    def net(u):
        vf, vb = np.exp(-(g + u) / 2), np.exp((g + u) / 2)
        hf = k_hey * np.exp((g - u) / 2)
        hb = k_hey * np.exp((u - g) / 2)
        th = (vf + hb) / (vf + vb + hf + hb)
        return vf * (1 - th) - vb * th
    step = 1e-3
    return (net(-step) - net(step)) / (2 * step)


fast = conductance(g_ni, 1e6)
series_factor = conductance(g_ni, 1.0) / fast
assert abs(series_factor - 0.5) < 1e-4
assert abs(conductance(g_ni, 3.0) / fast - 0.75) < 1e-4

acid_factor = hydrogen_network(g_ni, a=1e-4)[2] / flux_ni
barrier_change = 0.10
barrier_factor = np.exp(barrier_change / kT)
meV = 1000 * kT

print(f"temperature: {T:.2f} K; kT: {meV:.3f} meV")
print(f"Ni lattice constant (rough input): {lattice_nm:.3f} nm")
print(f"site density: {site_density:.3e} cm^-2")
print(f"charge of one H per site: {charge * 1e6:.1f} uC/cm2")
print(f"intrinsic barrier G0 (rough input): {G0:.2f} eV")
print(f"rate constant k0: {k0:.3f} s^-1")
print(f"numerical peak, standard case: {peak_standard * meV:z.2f} meV")
print(f"coverage at G=0: {hydrogen_network(0.0)[1]:.4f}")
print(f"peak exchange current: {i_peak * 1e3:.3f} mA/cm2")
print(f"full width at half height: {width * meV:.1f} meV")
print(f"far-flank G change per decade: {2 * np.log(10) * meV:.1f} meV")
print(f"Ni adsorption free energy (rough input): {G_ni:.2f} eV")
print(f"Ni g=G/kT: {g_ni:.3f}")
print(f"Ni empty-site fraction: {1 - theta_ni:.3e}")
print(f"Ni forward barrier: {G0 + G_ni / 2:.3f} eV")
print(f"Ni backward barrier: {G0 - G_ni / 2:.3f} eV")
print(f"Ni exchange current: {i_ni * 1e6:.2f} uA/cm2")
print(f"Ni current / peak current: {i_ni / i_peak:.5f}")
print("volcano: G (eV), coverage, i0 (mA/cm2)")
for G in (-0.2, -0.1, 0.0, 0.1, 0.2):
    _, th, flux = hydrogen_network(G / kT)
    print(f"  {G:5.2f}  {th:.5f}  {charge * k0 * flux * 1e3:.4f}")
print("neglected effects; factors multiply the Ni exchange current")
print(f"pair repulsion (rough input): {pair_eV * 1000:.0f} meV")
print(f"  peak with repulsion: {peak_repulsion * meV:.1f} meV")
print(f"  Ni coverage with repulsion: {theta_rep:.4f}")
print(f"  factor from repulsion: {flux_rep / flux_ni:.2f}")
print(f"intrinsic barrier change (input): {barrier_change:.2f} eV")
print(f"  factor up or down: {barrier_factor:.1f}")
print(f"factor from barrier curvature: {curved_factor:.3f}")
print(f"peak with curvature: {peak_curved * 1000:z.2f} meV")
print(f"barrier wavenumber (rough input): {barrier_cm:.0f} cm^-1")
print(f"  factor from tunnelling: {tunnel_factor:.2f}")
print(f"H2 bond length (rough input): {bond_nm:.3f} nm")
print(f"  H2 entropy at 1 bar: {entropy_h2 * const.R:.1f} J/(mol K)")
print(f"bath temperature (input): {T_bath:.2f} K")
print(f"  Ni G in the bath: {G_bath:.4f} eV")
print(f"  factor from bath temperature: {bath_factor:.2f}")
print(f"factor from pH 4 instead of pH 0: {acid_factor:.4f}")
print(f"peak at 0.01 bar H2: {peak_low_p * meV:.1f} meV")
print(f"peak for gamma=0.4, beta=0.5: {peak_gamma * meV:.1f} meV")
print(f"peak for beta=0.35, gamma=0.5: {peak_beta_only * meV:z.2f} meV")
print("small-signal conductance with equal Heyrovsky rate,")
print(f"  relative to a very fast Heyrovsky step: {series_factor:.3f}")
print("no test failed")
```

Printed output:

```
temperature: 298.15 K; kT: 25.693 meV
Ni lattice constant (rough input): 0.352 nm
site density: 1.864e+15 cm^-2
charge of one H per site: 298.6 uC/cm2
intrinsic barrier G0 (rough input): 0.70 eV
rate constant k0: 9.137 s^-1
numerical peak, standard case: 0.00 meV
coverage at G=0: 0.5000
peak exchange current: 1.364 mA/cm2
full width at half height: 135.3 meV
far-flank G change per decade: 118.3 meV
Ni adsorption free energy (rough input): -0.25 eV
Ni g=G/kT: -9.730
Ni empty-site fraction: 5.944e-05
Ni forward barrier: 0.575 eV
Ni backward barrier: 0.825 eV
Ni exchange current: 21.04 uA/cm2
Ni current / peak current: 0.01542
volcano: G (eV), coverage, i0 (mA/cm2)
  -0.20  0.99958  0.0556
  -0.10  0.98001  0.3819
   0.00  0.50000  1.3643
   0.10  0.01999  0.3819
   0.20  0.00042  0.0556
neglected effects; factors multiply the Ni exchange current
pair repulsion (rough input): 20 meV
  peak with repulsion: -60.0 meV
  Ni coverage with repulsion: 0.9938
  factor from repulsion: 10.15
intrinsic barrier change (input): 0.10 eV
  factor up or down: 49.0
factor from barrier curvature: 0.805
peak with curvature: 0.00 meV
barrier wavenumber (rough input): 1000 cm^-1
  factor from tunnelling: 3.62
H2 bond length (rough input): 0.074 nm
  H2 entropy at 1 bar: 130.3 J/(mol K)
bath temperature (input): 328.15 K
  Ni G in the bath: -0.2297 eV
  factor from bath temperature: 29.65
factor from pH 4 instead of pH 0: 0.0100
peak at 0.01 bar H2: -59.2 meV
peak for gamma=0.4, beta=0.5: 10.4 meV
peak for beta=0.35, gamma=0.5: 0.00 meV
small-signal conductance with equal Heyrovsky rate,
  relative to a very fast Heyrovsky step: 0.500
no test failed
```
